# Self-energy of an adatom bonded to one carbon atom of graphene: a numerical check

```python
"""Self-energy of an adatom level bonded to one carbon atom of graphene.

Result under test, for |E| << t, E measured from the Dirac point:
    Re Sigma = b E ln(|E| / 3t),        b = 2 V^2 / (sqrt(3) pi t^2)
    Gamma = -2 Im Sigma = 2 V^2 |E| / (sqrt(3) t^2)
t: carbon-carbon hopping (the Hamiltonian has -t), V: adatom-carbon coupling,
Sigma = V^2 G_00, G_00: retarded Green function of the bonded carbon site.
All energies are in eV unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

t = 2.7
V = 7.0
level = 0.2
b = 2 * V**2 / (np.sqrt(3) * np.pi * t**2)


def structure_factor(n):
    k = 2 * np.pi * np.arange(n) / n
    return 1 + np.exp(1j * k)[:, None] + np.exp(1j * k)[None, :]


def green_mesh(z, n):
    """Site Green function from the definition: a sum over Bloch states."""
    w = np.abs(structure_factor(n))**2
    return np.mean(z / (z**2 - t**2 * w))


def green_lattice(z, points=400):
    """Exact angular integrals (midpoint rule), 0 < Re z < t, Im z >= 0."""
    x = z / t
    angle = (np.arange(points) + 0.5) * np.pi / (2 * points)
    s2, c2 = np.sin(angle)**2, np.cos(angle)**2
    p_minus = 3 - 8 * x + 6 * x**2 - x**4
    p_plus = 3 + 8 * x + 6 * x**2 - x**4
    outer = np.mean(1 / np.sqrt(16 * x + p_minus * s2 + 0j))
    inner = np.mean(1 / np.sqrt(p_minus * c2 + p_plus * s2 + 0j))
    return -x * (2 * outer + 1j * inner) / t


def green_log(z):
    """Low-energy form, for Im z > 0."""
    return 2 * z / (np.sqrt(3) * np.pi * t**2) * np.log(-1j * z / (3 * t))


def shift_formula(E):
    return b * E * np.log(abs(E) / (3 * t))


def width_formula(E):
    return 2 * V**2 * abs(E) / (np.sqrt(3) * t**2)


# --- Elimination of the lattice, tested by inverting a finite torus ---
def torus_hamiltonian(size, bond_scale=1.0, onsite=0.0):
    cells = size * size
    h = np.zeros((2 * cells + 1, 2 * cells + 1))
    for i in range(size):
        for j in range(size):
            a = i * size + j
            for di, dj in ((0, 0), (1, 0), (0, 1)):
                c = cells + ((i - di) % size) * size + (j - dj) % size
                h[a, c] = h[c, a] = -t * (bond_scale if a == 0 else 1.0)
    h[0, 0] = onsite
    h[-1, -1] = level
    h[0, -1] = h[-1, 0] = V
    return h


z_test = 0.3 + 0.2j
size = 8
g_torus = green_mesh(z_test, size)


def adatom_green_direct(h):
    rhs = np.zeros(len(h), dtype=complex)
    rhs[-1] = 1
    return np.linalg.solve(z_test * np.eye(len(h)) - h, rhs)[-1]


def changed_site_green(z, g, bond_scale, onsite):
    """Bonded carbon with its three bonds scaled and its energy moved."""
    return 1 / (z - onsite - bond_scale**2 * (z - 1 / g))


direct = adatom_green_direct(torus_hamiltonian(size))
eliminated = 1 / (z_test - level - V**2 * g_torus)
torus_error = abs(direct / eliminated - 1)
assert torus_error < 1e-9
direct = adatom_green_direct(torus_hamiltonian(size, 0.9, 1.0))
g_changed = changed_site_green(z_test, g_torus, 0.9, 1.0)
assert abs(direct * (z_test - level - V**2 * g_changed) - 1) < 1e-9

# --- Exact integrals and logarithmic form against the Bloch sum ---
z_far = (0.30 + 0.05j) * t
exact_error = abs(green_lattice(z_far) / green_mesh(z_far, 1200) - 1)
assert exact_error < 1e-8
log_errors = []
for sign in (1, -1):
    z_near = (sign * 0.05 + 0.02j) * t
    log_errors.append(abs(green_log(z_near) / green_mesh(z_near, 1200) - 1))
assert max(log_errors) < 3e-3      # the remainder is of relative order |z/t|^2
z_near = (0.05 + 0.02j) * t
mesh_shift = abs(green_mesh(z_near, 1200) / green_mesh(z_near, 600) - 1)
assert mesh_shift < 1e-3

# --- Remainder of the low-energy laws: cubic, with a log in the shift ---
def remainders(E):
    sigma = V**2 * green_lattice(E)
    return sigma.real - shift_formula(E), -2 * sigma.imag - width_formula(E)


r_big, r_small = remainders(0.1 * t), remainders(0.05 * t)
shift_ratio, width_ratio = r_big[0] / r_small[0], r_big[1] / r_small[1]
assert 6 < shift_ratio < 8
assert abs(width_ratio - 8) < 0.2
E_low = 0.01
log_scale = E_low * np.exp(-V**2 * green_lattice(E_low).real / (b * E_low))
assert abs(log_scale / (3 * t) - 1) < 1e-3


# --- Resonance and its width ---
def resonance(e_level):
    def mismatch(E):
        return E - shift_formula(E) - abs(e_level)
    return np.sign(e_level) * brentq(mismatch, 1e-7, 0.5 * t, xtol=1e-13)


E_res = resonance(level)
Z = 1 / (1 + b * (np.log(3 * t / E_res) - 1))
width_res = Z * width_formula(E_res)


def spectral(E):
    return -(1 / (E - level - V**2 * green_lattice(E))).imag / np.pi


peak = minimize_scalar(lambda E: -spectral(E), bounds=(0.5 * E_res, 1.5 * E_res),
                       method="bounded", options={"xatol": 1e-9}).x
half = spectral(peak) / 2
left = brentq(lambda E: spectral(E) - half, 0.1 * E_res, peak)
right = brentq(lambda E: spectral(E) - half, peak, 4 * E_res)
assert abs(peak / E_res - 1) < 0.08        # the line is skewed, not Lorentzian
assert abs((right - left) / width_res - 1) < 0.12

# --- Size of neglected couplings, from the full two-sublattice problem ---
t_second = 0.1     # second-neighbour hopping, Hamiltonian has -t_second
V_second = 0.1     # adatom coupling to each of the three next carbons
eta = 0.05
f_mesh = structure_factor(1200)
w_mesh = np.abs(f_mesh)**2


def extended_sigma(z, hop2, coup2):
    """Coupling vector times inverse 2x2 matrix; Dirac point kept at zero."""
    d = z + hop2 * w_mesh
    det = d**2 - t**2 * w_mesh
    same = (V**2 + coup2**2 * w_mesh) * d
    cross = -2 * t * V * coup2 * w_mesh
    return np.mean((same + cross) / det)


base = extended_sigma(1j * eta, 0.0, 0.0)
sigma_hop = extended_sigma(1j * eta, t_second, 0.0)
sigma_coup = extended_sigma(1j * eta, 0.0, V_second)
const_hop, const_coup = sigma_hop.real, sigma_coup.real
assert abs(const_hop / (-V**2 * t_second / t**2) - 1) < 0.02
assert abs(const_coup / (2 * V * V_second / t) - 1) < 0.02
change_hop = abs(sigma_hop.imag / base.imag - 1)
change_coup = abs(sigma_coup.imag / base.imag - 1)
assert max(change_hop, change_coup) < 0.01

g_res = green_lattice(E_res)
bond_factor = abs(changed_site_green(E_res, g_res, 0.9, 0.0) / g_res)
onsite_change = abs(changed_site_green(E_res, g_res, 1.0, 1.0) / g_res - 1)
thermal = constants.k * 300 / constants.e

print(f"hopping t = {t:.2f} eV, coupling V = {V:.2f} eV, level e_d = {level:.2f} eV")
print(f"logarithm scale 3t = {3*t:.3f} eV")
print(f"scale extracted from lattice at {E_low} eV = {log_scale:.4f} eV")
print(f"shift coefficient b = {b:.4f} (dimensionless)")
print(f"width coefficient Gamma/|E| = {width_formula(1.0):.4f} (dimensionless)")
print("E (eV) | shift: formula, lattice (eV) | Gamma: formula, lattice (eV)")
for E in (0.01, 0.05, 0.1, 0.5):
    s = V**2 * green_lattice(E)
    print(f"{E:5.2f} | {shift_formula(E):9.5f} {s.real:9.5f} | "
          f"{width_formula(E):8.5f} {-2*s.imag:8.5f}")
print(f"remainder ratio on halving E from {0.1*t:.3f} eV: "
      f"shift {shift_ratio:.2f}, width {width_ratio:.2f}")
print(f"torus test of elimination, relative error = {torus_error:.1e}")
print(f"exact integrals against Bloch sum, relative error = {exact_error:.1e}")
print(f"log form against Bloch sum, E>0 and E<0: relative errors = "
      f"{log_errors[0]:.1e}, {log_errors[1]:.1e}")
print(f"mesh 600x600 to 1200x1200, relative shift of G_00 = {mesh_shift:.1e}")
print(f"resonance from formula = {1e3*E_res:.3f} meV")
print(f"shift function at resonance = {shift_formula(E_res):.4f} eV")
print(f"Gamma at resonance = {1e3*width_formula(E_res):.2f} meV")
print(f"renormalization factor Z = {Z:.4f}")
print(f"renormalized width Z*Gamma = {1e3*width_res:.3f} meV")
print(f"lattice spectral peak = {1e3*peak:.3f} meV")
print(f"lattice full width at half maximum = {1e3*(right-left):.3f} meV")
print("Neglected effects:")
print(f"second-neighbour hopping {t_second} eV: constant = {const_hop:.4f} eV, "
      f"resonance -> {1e3*resonance(level+const_hop):.1f} meV")
print(f"next-carbon coupling {V_second} eV: constant = {const_coup:.4f} eV, "
      f"resonance -> {1e3*resonance(level+const_coup):.1f} meV")
print(f"their change of the energy-dependent part at i*{eta} eV = "
      f"{100*change_hop:.3f} %, {100*change_coup:.3f} %")
print(f"Coulomb shift of level by +1 eV: resonance -> "
      f"{1e3*resonance(level+1):.1f} meV")
print(f"three bonds weakened by 10 %: |Sigma| times {bond_factor:.4f}")
print(f"carbon on-site shift 1 eV: relative change of Sigma = "
      f"{100*onsite_change:.3f} %")
print(f"thermal energy at 300 K = {1e3*thermal:.2f} meV")
print("all good")
```

It prints:

```
hopping t = 2.70 eV, coupling V = 7.00 eV, level e_d = 0.20 eV
logarithm scale 3t = 8.100 eV
scale extracted from lattice at 0.01 eV = 8.1002 eV
shift coefficient b = 2.4705 (dimensionless)
width coefficient Gamma/|E| = 7.7614 (dimensionless)
E (eV) | shift: formula, lattice (eV) | Gamma: formula, lattice (eV)
 0.01 |  -0.16545  -0.16545 |  0.07761  0.07761
 0.05 |  -0.62845  -0.62851 |  0.38807  0.38811
 0.10 |  -1.08566  -1.08608 |  0.77614  0.77649
 0.50 |  -3.44021  -3.47065 |  3.88068  3.92591
remainder ratio on halving E from 0.270 eV: shift 6.41, width 8.03
torus test of elimination, relative error = 6.9e-16
exact integrals against Bloch sum, relative error = 2.1e-16
log form against Bloch sum, E>0 and E<0: relative errors = 8.2e-04, 8.2e-04
mesh 600x600 to 1200x1200, relative shift of G_00 = 2.8e-07
resonance from formula = 11.650 meV
shift function at resonance = -0.1884 eV
Gamma at resonance = 90.42 meV
renormalization factor Z = 0.0680
renormalized width Z*Gamma = 6.152 meV
lattice spectral peak = 11.267 meV
lattice full width at half maximum = 5.841 meV
Neglected effects:
second-neighbour hopping 0.1 eV: constant = -0.6737 eV, resonance -> -32.3 meV
next-carbon coupling 0.1 eV: constant = 0.5182 eV, resonance -> 53.6 meV
their change of the energy-dependent part at i*0.05 eV = 0.221 %, 0.011 %
Coulomb shift of level by +1 eV: resonance -> 101.5 meV
three bonds weakened by 10 %: |Sigma| times 1.2346
carbon on-site shift 1 eV: relative change of Sigma = 0.394 %
thermal energy at 300 K = 25.85 meV
all good
```
